# Why vertex form factors break gauge invariance in scalar Compton scattering

## Question

I want to describe Compton scattering from an extended charged scalar. I start from the three tree diagrams of scalar electrodynamics: absorption followed by emission, the crossed order, and the two-photon "seagull". In the first two, the scalar between the photons is off its mass shell. I multiply each one-photon vertex by a form factor $f(k^2)$, where $k$ is the momentum of that internal line and $f=1$ on shell. The seagull has no internal line, so I leave it alone.

My cross section now depends on whether I take the polarization vectors purely spatial in the laboratory frame or in the centre-of-mass frame. The charge is unchanged and $f$ is a Lorentz scalar, so what has gone wrong? Can I repair it by rescaling the seagull?

## Answer

Your factor changes the pole diagrams but not the seagull, and gauge invariance rests on a cancellation between them. Rescaling the seagull does not restore it. A nonlocal action with minimal substitution does, because it produces further two-photon terms and also puts $1/f$ into the internal propagator; both are needed.

### What the factor destroys

I use SI units, metric $(+,-,-,-)$ and wave four-vectors. Let $\kappa=mc/\hbar$, let $Q$ be the charge, and set $a=Q/\hbar$, $D_\mu=\partial_\mu+iaA_\mu$. The photon field is

$$A^\mu=\varepsilon_1^\mu e^{-iq_1\cdot x}+\varepsilon_2^\mu e^{iq_2\cdot x},$$

with real linear polarizations; only terms linear in each are kept. Photon 1 is absorbed and photon 2 emitted, so $p+q_1=p'+q_2$. Both photons are real, $q_i^2=q_i\cdot\varepsilon_i=0$, and $p^2=p'^2=\kappa^2$. Define $s=(p+q_1)^2$, $u=(p-q_2)^2$ and

$$N_s=(2p+q_1)\cdot\varepsilon_1\,(2p'+q_2)\cdot\varepsilon_2,\qquad N_u=(2p-q_2)\cdot\varepsilon_2\,(2p'-q_1)\cdot\varepsilon_1 .$$

The coefficient of $a^2$ in your amplitude is

$$T_{\rm naive}=2\varepsilon_1\cdot\varepsilon_2-\frac{f_s^2N_s}{s-\kappa^2}-\frac{f_u^2N_u}{u-\kappa^2},$$

where $f_s=f(s)$ and $f_u=f(u)$. The point amplitude $T_0$ is the case $f=1$; its signs are derived below.

A gauge change shifts $\varepsilon_1$ by a multiple of $q_1$, so the amplitude must vanish for $\varepsilon_1\to q_1$. We need

$$(2p+q_1)\cdot q_1=(p+q_1)^2-p^2=s-\kappa^2,$$
$$(2p'-q_1)\cdot q_1=p'^2-(p'-q_1)^2=\kappa^2-u .$$

The denominators cancel. With $q_2\cdot\varepsilon_2=0$,

$$T_{\rm naive}\to2q_1\cdot\varepsilon_2-2f_s^2\,p'\cdot\varepsilon_2+2f_u^2\,p\cdot\varepsilon_2 .$$

Momentum conservation gives $q_1\cdot\varepsilon_2=(p'-p)\cdot\varepsilon_2$, hence

$$T_{\rm naive}\to2(1-f_s^2)\,p'\cdot\varepsilon_2-2(1-f_u^2)\,p\cdot\varepsilon_2 .$$

This vanishes for $f=1$, but not in general.

### Why rescaling the seagull fails

Multiply the seagull by a number $c$. In the target's rest frame choose $\varepsilon_2$ in the scattering plane with $p\cdot\varepsilon_2=0$. Away from forward and backward scattering, $p'\cdot\varepsilon_2=q_1\cdot\varepsilon_2\ne0$, so cancellation requires $c=f_s^2$.

The vector $\varepsilon_2+\eta q_2$ describes the same photon, so the condition must also hold for $\varepsilon_2\to q_2$. Since $(2p'+q_2)\cdot q_2=s-\kappa^2$ and $(2p-q_2)\cdot q_2=\kappa^2-u$, it reads

$$2c\,q_1\cdot q_2=f_s^2(s-\kappa^2)+f_u^2(u-\kappa^2).$$

Kinematics gives $2q_1\cdot q_2=2p'\cdot q_2-2p\cdot q_2=(s-\kappa^2)+(u-\kappa^2)$. Inserting $c=f_s^2$ leaves $(f_s^2-f_u^2)(u-\kappa^2)=0$. A single $c$ therefore works only if $f_s^2=f_u^2$.

One choice hides the symptom without curing it. In both of your polarization choices $(2p+q_1)\cdot\varepsilon_1=0$, so $N_s=0$; in the laboratory choice $N_u=0$ as well. With $c=f_u^2$ both choices then give $f_u^2T_0$ and agree with each other. The amplitude is still not gauge invariant: for the in-plane $\varepsilon_2$ above, contraction with $q_1$ leaves $2(f_u^2-f_s^2)\,p'\cdot\varepsilon_2$. Agreement between two gauges is not a test of invariance.

### Put the form factor in the action

Take

$$\frac{S}{\hbar}=\int d^4x\,\phi^\dagger G(X)\phi,\qquad X=-D^2=\Pi^2,\quad \Pi=i\partial-aA,$$
$$G(x)=(x-\kappa^2)f(x),\qquad f(\kappa^2)=1 .$$

I assume that $f$ is entire, so that $G(X)$ is a power series in $X$, and has no zeros, so that the free propagator has no additional poles. Under $A\to A+\partial\chi$, $\phi\to e^{-ia\chi}\phi$, each $X^n\phi$ acquires the same phase as $\phi$. The action is therefore invariant.

To find the vertices, write $\hat k=i\partial$, so that $\hat k\,e^{-ik\cdot x}=k\,e^{-ik\cdot x}$, and expand

$$X=\hat k^2+V_1+V_2,\quad V_1=-a(\hat k\cdot A+A\cdot\hat k),\quad V_2=a^2A^2 .$$

Between plane waves $V_1$ gives $-a(k+k')\cdot\varepsilon$. The cross term of $V_2$ gives $2a^2\varepsilon_1\cdot\varepsilon_2$.

In $X^n$, one insertion between squared momenta $x$ and $x'$ carries the factor

$$\sum_{j=0}^{n-1}x'^{\,j}x^{n-1-j}=\frac{x'^n-x^n}{x'-x}.$$

Summing the power series replaces this by the divided difference

$$G[x',x]=\frac{G(x')-G(x)}{x'-x},\qquad G[x,x]=G'(x).$$

Apart from $-a$, the one-photon vertex is thus $\Gamma^\mu(k',k)=(k+k')^\mu G[k'^2,k^2]$. If $k^2=\kappa^2$, then $G(k^2)=0$ and the vertex is $(k+k')^\mu f(k'^2)$. This is the vertex you wanted.

Two insertions of $V_1$, with squared momentum $y$ between them, carry

$$\sum_{i+j+l=n-2}x'^{\,i}y^jx^l .$$

This sum is symmetric in its three arguments. Summed over the series it becomes

$$G[x',y,x]=\frac{G[y,x']-G[x',x]}{y-x}.$$

For $x=x'=\kappa^2$ and $y=s$, we have $G[s,\kappa^2]=f_s$ and $G'(\kappa^2)=f(\kappa^2)=1$, so

$$G[\kappa^2,s,\kappa^2]=\frac{f_s-1}{s-\kappa^2}.$$

The numerator vanishes at $s=\kappa^2$, so there is no pole: this is a contact term. The complete on-shell two-photon vertex, in units of $a^2$, is

$$C=2\varepsilon_1\cdot\varepsilon_2+\frac{f_s-1}{s-\kappa^2}N_s+\frac{f_u-1}{u-\kappa^2}N_u .$$

The added terms have plus signs because $(-a)^2=a^2$.

### Adding the pole diagrams

Write $G(X)=G_0+G_1+G_2+\dots$ by order in $A$. The first-order solution of $G(X)\phi=0$ is $\phi_1=-G_0^{-1}G_1\phi_0$. At second order the amplitude is therefore $G_2-G_1G_0^{-1}G_1$, which fixes the minus sign of the pole terms.

The internal propagator is $1/[(s-\kappa^2)f_s]$, because the same function $f$ appears in the free action. The pole term and its contact partner add to

$$-\frac{f_s^2N_s}{f_s(s-\kappa^2)}+\frac{f_s-1}{s-\kappa^2}N_s=-\frac{N_s}{s-\kappa^2}.$$

The crossed terms combine in the same way. Thus $T=T_0$: the amplitude is gauge invariant and equals that of a point scalar. The function $f$ has disappeared from it.

There is a more general reason. One can write

$$\frac1{G(X)}=\frac1{X-\kappa^2}+h(X),\qquad h(x)=\frac{1/f(x)-1}{x-\kappa^2},$$

where $h$ is entire. A scattering amplitude is read from the double pole of the full propagator at $p^2=p'^2=\kappa^2$. Expanding $h(X)$ in $A$ gives finite divided differences there, hence no double pole. Tree amplitudes with more external photons also agree with the point theory. A numerical three-photon test gives $-0.01194$ fm for both.

### One process, two naive answers

Take a model scalar with $mc^2=1$ GeV, initially at rest, and

$$f(x)=\exp\!\left[-\left(\frac{x-\kappa^2}{\lambda^2}\right)^2\right],\qquad \hbar c\lambda=0.8\ {\rm GeV}.$$

A photon of 0.5 GeV scatters through $\theta=120^\circ$. The condition $p'^2=\kappa^2$ gives the outgoing energy $0.5/[1+0.5(1-\cos\theta)]=0.2857$ GeV. The virtualities are $s-\kappa^2=25.68\ {\rm fm}^{-2}$ and $u-\kappa^2=-14.68\ {\rm fm}^{-2}$. With $\lambda=4.054\ {\rm fm}^{-1}$, this gives $f_s=0.0870$ and $f_u=0.4506$.

With polarizations spatial in the laboratory, $p\cdot\varepsilon_1=p\cdot\varepsilon_2=0$. Both $N_s$ and $N_u$ vanish, so the naive rule happens to give the correct amplitude $2\varepsilon_1\cdot\varepsilon_2$. Checking this one choice would miss the fault. Replacing $\varepsilon_1$ by $q_1$ reveals it: with in-plane $\varepsilon_2$ the result is $4.36\ {\rm fm}^{-1}$ instead of zero.

For polarizations spatial in the centre-of-mass frame, let $n=p+q_1$ and use the gauge change

$$\varepsilon_i\to\varepsilon_i-q_i\frac{\varepsilon_i\cdot n}{q_i\cdot n}.$$

Now $p\cdot\varepsilon_1=0$ still removes the $s$ pole, but the $u$ pole remains. For both polarizations in the scattering plane:

- The nonlocal action gives $1.4286-0.2355-0.1931=1.0000$ from seagull, extra contact term and pole.
- The naive rule gives $1.4286-(0.4506)^2(0.4286)=1.3416$.

For both polarizations perpendicular to the plane, the amplitude is $-2$ in either treatment; mixed combinations vanish. Define $W=\frac12\sum(T/2)^2$, averaged over initial and summed over final polarizations. Then

$$W_{\rm nonlocal}=\tfrac12(0.5000^2+1)=0.625,$$
$$W_{\rm naive}=\tfrac12(0.6708^2+1)=0.725 .$$

Flux and phase space are common factors, so at this photon energy and angle the naive differential cross section in this gauge is 16% above that of the nonlocal model. The size and sign of the error depend on the angle. In the laboratory choice both give 0.625. Using the dressed propagator while keeping the local seagull replaces $f^2$ by $f$; the centre-of-mass choice then gives 0.691, still wrong.

At low photon energy the violation fades. For this $f$, $1-f_s^2\simeq2[(s-\kappa^2)/\lambda^2]^2$ near the mass shell, and similarly for $u$.

### Where a charge radius enters

The function $f(k^2)$ describes off-shell behaviour. With both scalar legs on shell the one-photon vertex is $(p+p')^\mu G'(\kappa^2)=(p+p')^\mu$, so $f$ gives no charge radius. For that, use a function $F(q^2)$ of the photon momentum, smooth at $q^2=0$ and with $F(0)=1$, and replace the field inside $D$ by

$$\bar A^\mu=F A^\mu+(1-F)\frac{q^\mu\,q\cdot A}{q^2}
=A^\mu-\frac{1-F}{q^2}\left(q^2A^\mu-q^\mu q\cdot A\right).$$

The last bracket is gauge invariant, and its coefficient is regular at $q^2=0$. Hence $\bar A$ transforms like $A$. In elastic scattering $(p+p')\cdot q=p'^2-p^2=0$, so the vertex becomes $F(q^2)(p+p')^\mu$.

For Compton scattering with a virtual incoming photon, the longitudinal part of $\bar A$ drops out and the whole amplitude is multiplied by $F(q_1^2)$. A factor depending on photon momentum alone is therefore harmless if the seagull carries it too. If only the pole terms carry it, contraction with $q_1$ leaves $2(1-F)q_1\cdot\varepsilon_2$. For real photons $F=1$.

With $F=1/(1-q^2/\lambda^2)$, the low-momentum expansion $F(-\mathbf q^2)=1-\mathbf q^2\langle r^2\rangle/6+\dots$ gives

$$\sqrt{\langle r^2\rangle}=\frac{\sqrt6}{\lambda}=0.604\ {\rm fm}=6.04\times10^{-16}\ {\rm m}.$$

### What this does not determine

Equality with the point amplitude belongs to this minimally coupled tree-level model; it is not a prediction for every composite scalar. One may add separately gauge-invariant terms such as $\phi^\dagger\phi F_{\mu\nu}F^{\mu\nu}$, with $F_{\mu\nu}$ the field strength. This term changes real Compton scattering away from the forward direction, and gauge invariance does not fix the coefficients of such terms. Nor does the result justify using this $f$ as a loop cutoff: the propagator contains $1/f$, which grows rapidly at large real $|k^2|$.

The remaining values are in the numerical output below.

## Values computed for the example and the checks

```
hbar c = 0.197327 GeV fm
scalar rest energy = 1.0 GeV
scale of f and of F = 0.8 GeV
kappa = 5.0677 1/fm
lambda = 4.0542 1/fm
incoming photon energy (lab) = 0.5 GeV
scattering angle (lab) = 120 degrees
outgoing photon energy (lab) = 0.2857 GeV
s - kappa^2 = 25.6819 1/fm^2
u - kappa^2 = -14.6754 1/fm^2
f(s) = 0.08704 (dimensionless)
f(u) = 0.45059 (dimensionless)
Contraction with q1, in-plane e2 (lab choice):
  naive, local propagators = 4.3555 1/fm
  naive, dressed propagators = 4.0068 1/fm
  nonlocal action, magnitude below 1e-8 1/fm: True
Seagull factor needed by the naive rule (dimensionless):
  e2 in plane = 0.00758
  e2 shifted by q2/kappa = -0.07870
Polarization average of (amplitude/2)^2 (dimensionless):
  nonlocal action, lab choice = 0.62500
  nonlocal action, centre-of-mass choice = 0.62500
  naive, lab choice = 0.62500
  naive, centre-of-mass choice = 0.72497
  naive with dressed propagators, c.m. choice = 0.69080
  naive c.m. excess over true value = 16.00 percent
In-plane amplitude, centre-of-mass choice (dimensionless):
  local seagull = 1.42857
  extra contact term = -0.23546
  pole part with f = -0.19311
  total = 1.00000
  point-scalar u pole = -0.42857
  naive total = 1.34156
Three-photon test amplitude:
  extended scalar = -0.011942 fm
  point scalar = -0.011942 fm
Charge form factor:
  momentum transfer hbar c Q = 0.5 GeV
  F(-Q^2) = 0.71910 (dimensionless)
  rms charge radius = 0.6042 fm = 6.0419e-16 m
Virtual incoming photon:
  q1^2 = -8.0256 1/fm^2
  F(q1^2) = 0.67192 (dimensionless)
  contraction if F multiplies poles only = 2.1598 1/fm
```
